Relaxons and odd parity in the phonon Boltzmann equation

Someone who has assembled a phonon collision matrix for M modes must decide whether to diagonalise all of it or only the block that is odd under reversal of the wavevector. The odd block has about M/2 rows, so dense diagonalisation, whose cost grows as M³, becomes about eight times cheaper. The energy null vector also drops out of the problem. The reduction is legitimate if the symmetrised matrix commutes with wavevector reversal and the drive is odd under it. Time-reversal symmetry secures both for the golden-rule collisions treated here.

**Setting and drive**

Consider N cells of volume V0, with total volume Vt = N V0. A mode μ = (q,s) has frequency ω, group velocity v and occupation n. Occupations are the only variables; coherences between branches are left out. In equilibrium, with y = ħω/(k_B T),

n̄ = 1/(e^y − 1), dn̄/dy = −n̄(n̄+1).

Write g = n̄(n̄+1). Since dy/dT = −y/T,

∂n̄/∂T = g ħω/(k_B T²).

To first order in a uniform, steady temperature gradient, the Boltzmann equation is

v·∇T ∂n̄/∂T = (dn/dt)_coll. (1)

**Linearised collisions**

For coalescence 1+2 → 3 and its reverse, the net rate is

W [n1 n2 (n3+1) − (n1+1)(n2+1) n3].

In equilibrium n̄/(n̄+1) = e^(−y), so the two terms are equal when ω1+ω2 = ω3. Call them F and B, and their common equilibrium value F̄. To first order, δF − δB = F̄ δ ln(F/B). The logarithm is the sum of ln[n/(n+1)] for modes 1 and 2, minus that for mode 3. Its derivative with respect to n is 1/[n(n+1)]. Setting n = n̄ + gφ therefore gives

net rate = Λ(φ1+φ2−φ3), Λ = W n̄1 n̄2 (n̄3+1). (2)

To find W, write the cubic energy as

H3 = (1/6) N^(−1/2) Σ Ψ(μ1,μ2,μ3) A1 A2 A3, A_μ = a_μ + a†_(−μ),

where the wavevectors sum to zero modulo a reciprocal lattice vector. For distinct modes, six orderings cancel the factor 1/6. The golden rule and δ(ħω) = δ(ω)/ħ give

W = [2π/(ħ²N)] |Ψ(1,2,−3)|² δ(ω1+ω2−ω3).

Distinct pairs are counted once, which equals half the sum over ordered pairs. That half-sum also covers 1 = 2: three orderings halve the amplitude, the squared amplitude gains 1/4, and the thermal mean of n(n−1) is 2n̄², leaving the required factor 1/2.

Mass disorder scatters elastically. A relative mass change ε adds −ε p²/(2m) at its site. Between two modes this has amplitude −ε ħ√(ωω') e_b*·e_b'/(2N), apart from a phase. Averaging the square over uncorrelated sites, with variance γ_b on sublattice b, gives

W_el = [π/(2N)] ωω' Σ_b γ_b |e_b*·e_b'|² δ(ω−ω').

The net rate is W_el(n−n') = Λ(φ−φ'), with Λ = W_el g.

For each process c, let the vector s_c contain the signs of the φ's: (+1,+1,−1) for coalescence and (+1,−1) for elastic scattering. A net event changes n by −s_c, so

g dφ/dt = −Lφ, L = Σ_c Λ_c s_c s_cᵀ. (3)

L is symmetric, and φᵀLφ = Σ_c Λ_c(s_c·φ)² ≥ 0.

**Symmetrised matrix and relaxons**

Set Δn = gφ = √g x, hence φ = x/√g. Substitution in (3) and division by √g give

dx/dt = −Ωx, Ω_μν = L_μν/√(g_μ g_ν). (4)

The real symmetric matrix Ω has orthonormal eigenvectors θ^α and eigenvalues 1/τ_α ≥ 0. These eigenvectors are the relaxons. Without a gradient, each amplitude decays as exp(−t/τ_α). The equation for Δn has the unsymmetric matrix R_μν = L_μν/g_ν = √g_μ Ω_μν/√g_ν, with the same eigenvalues.

Energy conservation means s_c·ω = 0 in every process. Thus φ ∝ ω is a null vector of L, and the corresponding normalised null vector of Ω is

θ⁰ = √g ħω/Z, Z² = Σ g(ħω)².

The heat capacity per volume is C = (1/Vt) Σ ħω ∂n̄/∂T = Z²/(Vt k_B T²).

Now insert the drive in (1) and divide by √g:

Ωx = −√g ħω v·∇T/(k_B T²). (5)

Define b_i = √g ħω v_i = Zθ⁰v_i. The heat flux is (1/Vt) Σ ħω v_i Δn = b_i·x/Vt. Comparing it with −κ_ij ∂_jT gives

κ_ij = b_iᵀ Ω⁻¹ b_j/(Vt k_B T²),

where the inverse excludes null vectors. Expanding in the remaining eigenvectors,

κ_ij = C Σ_α V_α,i V_α,j τ_α, V_α = Σ_μ θ⁰_μ v_μ θ^α_μ. (6)

A solution of (5) requires the drive to be orthogonal to every null vector. Energy satisfies this condition by parity, as shown below. If every process conserved q itself, φ = q_i would be an odd null vector. Its overlap with the drive is generally nonzero, so no steady state would exist and κ would diverge. Umklapp and disorder scattering can remove this obstruction.

**Why even relaxons carry no heat**

In the crystals considered here, time reversal rules out forces linear in the atomic velocities. The harmonic motion is then fixed by the masses and the real-space force constants, which are real because they are derivatives of a real energy. The dynamical matrix then obeys D(−q) = D(q)*, and one may choose e(−q) = e(q)*. It follows that ω(−q) = ω(q), and differentiation gives v(−q) = −v(q). The cubic coefficient becomes its complex conjugate when all wavevectors are reversed, so |Ψ|² is unchanged. The disorder factor |e_b*·e_b'|² is unchanged for the same reason. Each process therefore has a reversed partner with the same Λ. With P the map (q,s) → (−q,s),

PΩP = Ω, P² = 1. (7)

Inversion symmetry of the crystal was not used.

If θ is an eigenvector, Pθ has the same eigenvalue. For a nondegenerate eigenvalue Pθ = ±θ. In a degenerate space, the nonzero combinations θ+Pθ and θ−Pθ supply vectors of definite parity. Since θ⁰ is even and v is odd, the contributions of μ and −μ to V_α cancel when θ^α is even. At a self-paired point with nondegenerate branches, v is zero. Thus V_α = 0 for every even relaxon. The same cancellation makes the drive orthogonal to θ⁰.

Definite parity is a choice when even and odd eigenvalues coincide. Suppose Ω is diagonal, with equal rates Γ at q and −q. Two single-mode eigenvectors each contribute C(θ⁰v_i)²/Γ to κ_ii. Their odd combination has V_i = √2 θ⁰v_i and contributes the whole 2C(θ⁰v_i)²/Γ; the even one contributes zero. Summed over all modes, this limit is the single-mode relaxation-time formula

κ_ii = C Σ_μ (θ⁰_μ v_μ,i)²/Γ_μ.

**Implementation in the odd block**

Keep one member of each pair (μ,−μ) and use the basis vectors (e_μ−e_(−μ))/√2, where e_μ is now the unit vector for mode μ. The odd block is

Ωᵒ_μν = ½[Ω_μν − Ω_μ,−ν − Ω_−μ,ν + Ω_−μ,−ν] = Ω_μν − Ω_μ,−ν. (8)

The last step uses (7). The drive in this basis is √2 θ⁰v, so

κ_ij = 2C Σ_μν (θ⁰v_i)_μ [(Ωᵒ)⁻¹]_μν (θ⁰v_j)_ν,

with both sums over the retained half. Where branches are degenerate, the eigenvectors at −q must be the conjugates of those at q. Otherwise the index map does not represent P.

Gaussian broadening of the energy delta functions leaves a mismatch in s_c·ω, and θ⁰ is then no longer a null vector. In the example below, the three-phonon weight Λ of (2) is retained, and the elastic weight uses √(gg') in place of g, which keeps L symmetric. Energy conservation is restored by replacing Ω with QΩQ, where Q = 1−θ⁰θ⁰ᵀ. For odd x, Qx = x. Since Ωx is also odd, QΩx = Ωx. The repair leaves the odd block and κ unchanged, but it does not remove the effect of broadening on the odd rates themselves.

**A zincblende model**

The example is a zincblende lattice, which has no inversion centre. Each atom has one scalar displacement u. Each nearest-neighbour bond has energy Kd²/2 + Gd³/6, with d = u_A−u_B. The parameters are a lattice constant of 0.50 nm, masses of 40 and 30 u, K = 20 N/m, G = 4.0×10¹¹ N/m², mass variance 10⁻³ on both sublattices, and T = 300 K. With δ_j the cell offset of bond j,

Ψ = G Σ_j X_j(1)X_j(2)X_j(3),

X_j = √(ħ/2ω) [e_A/√m_A − e_B exp(−iq·δ_j)/√m_B].

A 7×7×7 grid has 343 wavevectors and two branches. Removing the uniform translation leaves 685 modes. Only the optical mode at q = 0 is its own partner. The other 684 modes form 342 pairs, giving 342 odd vectors and 343 even ones, including θ⁰.

The Gaussian width is 2.0×10¹² rad/s. Before projection, the energy leak rate θ⁰ᵀΩθ⁰ is 2.24×10⁸ s⁻¹, or 0.11 % of the mean diagonal rate, 2.03×10¹¹ s⁻¹. The largest violation of (7), relative to the largest matrix element, is 1.3×10⁻¹⁵. After diagonalisation of the full projected matrix, the largest |V| is 497 m/s among odd relaxons and 6×10⁻⁹ m/s among even ones, consistent with rounding.

For the leading triplet, choose one member with V along x. Its contribution to κ_xx is

C V² τ = 8.189×10⁵ J/(m³ K) × (496.7 m/s)² × 15.21×10⁻¹² s = 3.07 W/(m K).

The other two members then point along y and z and add nothing to κ_xx. The full sum is 11.63 W/(m K), so this triplet supplies 26 %. Solving the linear equations for Δn with the unsymmetrised, unprojected matrix gives the same κ to all printed digits.

**Odd relaxons that remain silent**

Odd parity is necessary for a contribution, but not sufficient. The 24 point operations of zincblende, combined with q → −q, give 48 operations S on wavevectors. The functions θ⁰v_x, θ⁰v_y and θ⁰v_z transform as a vector. They are orthogonal to relaxons of any other symmetry type, so only vector triplets can contribute. If F(S) modes are left in place by S, the number of such triplets is

(1/48) Σ_S tr(S) F(S).

This holds because F(S) is the trace of the mode permutation, and the group average of a product of two irreducible traces is one for equal types and zero for different types. The sum gives 60 triplets. The diagonalisation finds 180 relaxons with |V| above 0.01 m/s, the smallest at 4.8 m/s. The other 162 odd relaxons are silent by cubic symmetry.

Ranked by their contribution C|V|²τ/3 to the directional average (κ_xx+κ_yy+κ_zz)/3, which is the same for all members of a triplet, 19 relaxons are needed to reach 90 %: six full triplets and one member of a seventh. A truncation should keep whole triplets, because cutting one makes the tensor depend on an arbitrary choice of axes.

**What the off-diagonal elements do**

Keeping only the diagonal of Ω gives 9.31 W/(m K), 20 % below the full result. The source of the difference can be identified in this scalar model. Its elastic factor |e_b|²|e_b'|² is the same for ν and −ν, so the off-diagonal elastic elements cancel in (8). What remains is a diagonal elastic rate slightly larger than in Ω, since it includes the self-term that L omits. That alone would lower κ, from 9.31 to 9.29 W/(m K). The increase must therefore come from three-phonon elements outside the diagonal of Ω.

The extreme lifetimes barely reveal this effect. Active relaxons have τ from 1.2 to 52 ps, while inverse diagonal rates run from 1.2 to 51 ps. Comparing these ranges is no substitute for solving the coupled problem.

**When the selection fails**

An artificial control doubles the diagonal rate of every mode with v_x > 0 and leaves the off-diagonal elements unchanged. This violates (7), and also energy conservation: θ⁰ᵀΩθ⁰ rises to 8.6×10¹⁰ s⁻¹. The full matrix then gives κ_xx = 8.99 W/(m K), while its odd block, taken in the four-term form of (8), gives 7.12 W/(m K), 21 % too low. Weighting each eigenvector's even fraction by its contribution to κ_xx gives 65 %. Much of the gap comes through the energy vector: if θ⁰ is projected out with Q, the full result is 7.64 W/(m K), the odd block is 7 % too low and the even weight is 59 %.

The sign of the error follows from block elimination. Let a be the odd block, d the positive even block and c their coupling. The odd part of the inverse is (a−c d⁻¹cᵀ)⁻¹. Subtracting a non-negative matrix from a, while the full matrix stays positive, cannot lower the quadratic form of the inverse. For a symmetric positive matrix and an odd drive, as here, dropping the even block can therefore only lower κ_xx or leave it unchanged. This holds for the four-term form of (8). The short form Ω_μν − Ω_μ,−ν relies on (7); without it the result depends on which member of each pair is kept. It gives 5.14 W/(m K) when the members with v_x > 0 are kept and 11.63 W/(m K), above the full value, when those with v_x < 0 are kept. The control represents no specific material. It shows why the commutator should be checked before the matrix is halved.

**Relation to real crystals**

Real zincblende crystals have three displacements per atom and six branches, so this model lacks transverse acoustic modes. Its highest frequency, 5.3×10¹³ rad/s, and its conductivity are of a plausible order for semiconductors, but neither predicts a particular compound. The mass variance is on the high side for natural isotope mixtures. The grid contains no frequency below 1.0×10¹³ rad/s, and the numbers are not converged with grid size. At the same Gaussian width, grids of 5, 7, 9 and 11 points per axis give κ = 10.7, 11.6, 12.4 and 12.9 W/(m K), diagonal-only deficits of 25, 20, 19 and 18 %, and leading-triplet shares of 37, 26, 21 and 17 %. Halving the width on the 7×7×7 grid moves κ only to 11.5 W/(m K) but changes which triplet leads, to one with τ = 66 ps and |V| = 228 m/s. The missing modes can matter: with disorder alone, acoustic rates scale as ω⁴ and the density of modes as ω², so the low-frequency integral of ω²/ω⁴ grows as the inverse of its lower cutoff.

Small devices also break the assumption of a uniform gradient far from boundaries. The product |V|τ, 7.6 nm for the leading triplet, must not be read as a mean free path: V depends on how many modes the relaxon spans as well as on their velocities, because it contains θ⁰, whose elements shrink as modes are added. In the single-mode limit above, the product is √2 θ⁰|v|/Γ, which on a fine grid is far below the mean free path |v|/Γ. A relaxon that spreads over more modes as the grid is refined loses less: the leading |V| is 497, 458 and 444 m/s for 7, 9 and 11 points per axis. On the 7×7×7 grid, |v| divided by the diagonal rate, averaged with the squared components of the leading triplet, is 36 nm. As a crude estimate of boundary loss, add the same rate 1/τ_b to every odd mode. The odd eigenvectors are unchanged, and each contribution is multiplied by 1/(1+τ/τ_b). With τ_b = 15.2 ps, the leading contribution falls from 3.07 to 1.54 W/(m K). A real surface requires the spatially varying equation, in which the gradient term couples odd and even relaxons because v is odd. Even relaxons may then be excited, and the odd block alone is no longer sufficient. The remaining values are listed in the numerical output.

Calculated quantities

```
lattice constant                      0.50 nm
masses A, B                           40, 30 u
harmonic spring K                     20.0 N/m
cubic spring G                        4.00e+11 N/m^2
relative mass variance                1.0e-03
Gaussian width sigma                  2.00e+12 rad/s
temperature                           300 K
wavevectors, modes kept               343, 685
lowest, highest frequency             1.004e+13, 5.301e+13 rad/s
heat capacity C                       8.1893e+05 J/(m^3 K)
rms velocity, energy weighted         1722.2 m/s
mean diagonal collision rate          2.026e+11 1/s
energy leak rate before projection    2.238e+08 1/s
relative parity defect of matrix      1.3e-15
odd relaxons                          342
even relaxons, without null vector    342
largest |V|, odd relaxons             496.73 m/s
largest |V|, even relaxons            5.6e-09 m/s
active relaxons (|V| > 0.01 m/s)      180
vector triplets from characters       60
smallest |V| among active relaxons    4.791 m/s
shortest, longest active tau          1.179, 52.093 ps
shortest, longest 1/diagonal rate     1.193, 50.805 ps
leading triplet: tau                  15.206 ps
leading triplet: |V| of each member   496.73 m/s
leading triplet: |V| tau              7.553 nm
leading triplet: share of kappa       26.41 %
relaxons needed for 90 % of kappa     19
kappa, relaxon sum                    11.63321 W/(m K)
kappa, direct population solution     11.63321 W/(m K)
kappa, single-mode relaxation time    9.31420 W/(m K)
control: kappa, full matrix           8.98603 W/(m K)
control: kappa, odd block only        7.11620 W/(m K)
control: even weight in kappa         64.65 %
```
